# Estimating the exchange ratio of manganese silicide from its helix period

## Problem

Manganese silicide is a chiral magnet: below its ordering temperature, and without an applied field, its magnetization turns steadily along one direction and forms a helix. Take the helix period to be \(L=18\) nm. Model the magnet by classical spins \(\mathbf S\) of unit length on a simple cubic lattice of spacing \(a=0.456\) nm, with the energy

\[
E=\sum_{\text{bonds}}\left[-J\,\mathbf S_i\cdot\mathbf S_j-D\,\hat{\mathbf e}_{ij}\cdot(\mathbf S_i\times\mathbf S_j)\right],\qquad J>0,\; D>0 .
\]

Each nearest-neighbour bond is counted once, and \(\hat{\mathbf e}_{ij}\) is the unit vector from site \(i\) to site \(j\). The first term is the symmetric exchange, which favours parallel spins. The second is the antisymmetric exchange, or Dzyaloshinskii–Moriya interaction, which favours a turn of fixed handedness. Temperature, applied field, anisotropy and dipolar forces are left out at first.

1. Find the energy per spin of a helix with wavevector \(\mathbf k\), and the best orientation of the plane in which its spins turn.
2. Find the best \(\mathbf k\), and express \(D/J\) through \(a\) and \(L\).
3. Show that no other arrangement of the spins has a lower energy.
4. Evaluate \(D/J\), and say how it depends on the choice of \(a\).
5. Estimate how second-neighbour exchange, a change of period and cubic anisotropy alter the answer.

## Solution

### 1. Energy of a helix

Let \(\mathbf u\) and \(\mathbf v\) be perpendicular unit vectors, with \(\mathbf n=\mathbf u\times\mathbf v\) the normal of their plane. A helix is

\[
\mathbf S(\mathbf r)=\mathbf u\cos(\mathbf k\cdot\mathbf r)+\mathbf v\sin(\mathbf k\cdot\mathbf r).
\]

Write \(\alpha=\mathbf k\cdot\mathbf r\). The neighbour in direction \(i=x,y,z\) has phase \(\alpha+\theta_i\), where \(\theta_i=k_ia\) is the turn per bond. The two products in the energy are

\[
\mathbf S\cdot\mathbf S'=\cos\alpha\cos(\alpha+\theta_i)+\sin\alpha\sin(\alpha+\theta_i)=\cos\theta_i ,
\]
\[
\mathbf S\times\mathbf S'=\mathbf n\left[\cos\alpha\sin(\alpha+\theta_i)-\sin\alpha\cos(\alpha+\theta_i)\right]=\mathbf n\sin\theta_i .
\]

Neither depends on \(\alpha\), so all sites are equivalent. A site has six bonds, each shared by two sites, which leaves three bonds per spin: those along \(+x\), \(+y\) and \(+z\). Hence

\[
e=-J\sum_i\cos\theta_i-D\sum_i n_i\sin\theta_i .
\]

The second sum is the scalar product of \(\mathbf n\) with the vector \(\mathbf s=(\sin\theta_x,\sin\theta_y,\sin\theta_z)\). For a unit vector \(\mathbf n\) it is largest, and equal to \(|\mathbf s|\), when \(\mathbf n\) is parallel to \(\mathbf s\). The energy is then

\[
e(\mathbf k)=-J\sum_i\cos\theta_i-D|\mathbf s|,\qquad |\mathbf s|=\Big(\sum_i\sin^2\theta_i\Big)^{1/2}. \tag{1}
\]

For small angles \(\mathbf s\approx a\mathbf k\), so the spins turn in the plane perpendicular to the direction of propagation. If \(D\) were negative, the best \(\mathbf n\) would point against \(\mathbf s\), and (1) would hold with \(|D|\). The period therefore determines only the magnitude of \(D/J\); the sign requires the handedness.

### 2. The best wavevector

Where \(\mathbf s\neq0\), the function (1) is smooth, and a minimum requires

\[
\frac{\partial e}{\partial\theta_i}=J\sin\theta_i-D\,\frac{\sin\theta_i\cos\theta_i}{|\mathbf s|}=0 .
\]

For each \(i\), either \(\sin\theta_i=0\) or \(\cos\theta_i=J|\mathbf s|/D\). In the first case \(\theta_i=0\) is better than \(\theta_i=\pi\), because it lowers \(-J\cos\theta_i\) and leaves \(|\mathbf s|\) unchanged. In the second case the cosine has the same positive value for all components concerned, so these angles share one magnitude \(\theta\).

Let \(m\) components be nonzero. Then \(|\mathbf s|=\sqrt m\,\sin\theta\), and the condition becomes

\[
\cos\theta=\frac{J\sqrt m\,\sin\theta}{D}\quad\Longrightarrow\quad\tan\theta=\frac{D}{\sqrt m\,J}. \tag{2}
\]

The cases \(m=1,2,3\) are helices along a cube edge, a face diagonal and a body diagonal. From (2),

\[
\cos\theta=\frac{\sqrt m\,J}{\sqrt{mJ^2+D^2}},\qquad \sin\theta=\frac{D}{\sqrt{mJ^2+D^2}} .
\]

The \(m\) turning directions contribute

\[
-mJ\cos\theta-\sqrt m\,D\sin\theta=-\frac{\sqrt m\,(mJ^2+D^2)}{\sqrt{mJ^2+D^2}}=-m\sqrt{J^2+D^2/m},
\]

and the other \(3-m\) directions contribute \(-J\) each. The ferromagnet has energy \(-3J\), so the gain of the helix over it is

\[
g_m=m\left(\sqrt{J^2+D^2/m}-J\right)=\frac{D^2}{J+\sqrt{J^2+D^2/m}} . \tag{3}
\]

The last form follows on multiplying and dividing by \(\sqrt{J^2+D^2/m}+J\). Its denominator falls as \(m\) grows, so \(g_m\) rises with \(m\), and the body diagonal, \(m=3\), is best. The points with \(\mathbf s=0\), where (1) is not smooth, have all \(\theta_i\) equal to 0 or \(\pi\). Their energy is at least \(-3J\), and since \(g_3>0\) the helix lies below them.

For the body diagonal \(|\mathbf k|=\sqrt3\,\theta/a\), so the period measured along the diagonal is

\[
L=\frac{2\pi}{|\mathbf k|}=\frac{2\pi a}{\sqrt3\,\theta}.
\]

Solving for \(\theta\) and inserting it in (2) with \(m=3\) gives

\[
\boxed{\;\frac DJ=\sqrt3\,\tan\!\left(\frac{2\pi a}{\sqrt3\,L}\right)\;} \tag{4}
\]

Two limits show its content. When \(L\gg a\), the tangent equals its argument to leading order, and

\[
\frac DJ\approx\frac{2\pi a}{L}. \tag{5}
\]

The factors \(\sqrt3\) cancel, so the direction of the helix no longer matters. In the opposite limit, \(D/J\to\infty\), the angle \(\theta\) tends to \(\pi/2\) and the period to \(4a/\sqrt3\approx2.3a\). With ferromagnetic \(J\), this model cannot produce a ground-state helix shorter than that.

### 3. No other arrangement is lower

Take \(N\) sites with periodic boundaries and expand an arbitrary spin arrangement in plane waves,

\[
\mathbf S(\mathbf r)=\sum_{\mathbf k}\mathbf c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},\qquad \mathbf c_{-\mathbf k}=\mathbf c_{\mathbf k}^*,\qquad \sum_{\mathbf k}|\mathbf c_{\mathbf k}|^2=\frac1N\sum_{\mathbf r}|\mathbf S(\mathbf r)|^2=1 .
\]

Write the first spin of each bond as its own complex conjugate, which is allowed because it is real. Summing over sites then removes all products of different wavevectors:

\[
\frac EN=\sum_{\mathbf k}\sum_i e^{i\theta_i}\left[-J|\mathbf c_{\mathbf k}|^2-D\,\hat{\mathbf e}_i\cdot(\mathbf c_{\mathbf k}^*\times\mathbf c_{\mathbf k})\right].
\]

Split \(\mathbf c_{\mathbf k}=\mathbf p+i\mathbf q\) into real vectors. Then \(\mathbf c^*\times\mathbf c=(\mathbf p-i\mathbf q)\times(\mathbf p+i\mathbf q)=2i\,\mathbf p\times\mathbf q\). The total energy is real, so it suffices to keep real parts. In the first term \(e^{i\theta_i}\) leaves \(\cos\theta_i\); in the second, \(2i\,e^{i\theta_i}\) leaves \(-2\sin\theta_i\). Therefore

\[
\frac EN=\sum_{\mathbf k}\Big[-J|\mathbf c_{\mathbf k}|^2\sum_i\cos\theta_i+2D\,\mathbf s\cdot(\mathbf p\times\mathbf q)\Big].
\]

Now \(2|\mathbf p\times\mathbf q|\le2|\mathbf p||\mathbf q|\le p^2+q^2=|\mathbf c_{\mathbf k}|^2\), so the last term is at least \(-D|\mathbf s||\mathbf c_{\mathbf k}|^2\). Comparison with (1) gives

\[
\frac EN\ge\sum_{\mathbf k}|\mathbf c_{\mathbf k}|^2\,e(\mathbf k)\ge e_{\min}\sum_{\mathbf k}|\mathbf c_{\mathbf k}|^2=e_{\min}.
\]

The body-diagonal helix has energy \(e_{\min}\), so nothing lies below it. (In a finite periodic box the helix reaches this bound only if its wavevector fits the box; on the infinite lattice it always does.) This covers skyrmion textures too: in this model, at zero field and zero temperature, none has a lower energy than the helix. A uniform field \(\mathbf h\) adds \(-\mathbf h\cdot\mathbf c_{\mathbf 0}\) per spin and touches only the \(\mathbf k=0\) component. With \(c=|\mathbf c_{\mathbf 0}|\), the same steps give \(E/N\ge-3Jc^2+e_{\min}(1-c^2)-hc=e_{\min}+g_3c^2-hc\ge e_{\min}-h^2/(4g_3)\). For a field along a body diagonal with \(h\le2g_3\), the helix tilted into a cone with component \(c=h/(2g_3)\) along the field reaches this bound, so at zero temperature skyrmion textures do not lie lower there either. For other field directions the bound still holds but is not shown to be reached.

### 4. The numbers

The period contains \(L/a=18/0.456=39.5\) spacings, so the small-angle estimate (5) is

\[
\frac DJ\approx\frac{2\pi\times0.456}{18}=0.1592 .
\]

For the full formula, the turn per bond is \(\theta=0.15917/\sqrt3=0.0919\) rad, or \(5.27^\circ\), and

\[
\frac DJ=\sqrt3\tan(0.0919)=0.1596 .
\]

**The estimate is \(D/J\approx0.16\).** The extra digits serve only to compare formulas. Since \(\tan\theta\approx\theta(1+\theta^2/3)\), the full formula exceeds (5) by the fraction \(\theta^2/3\approx0.3\%\). A helix along a cube edge has \(m=1\) and \(D/J=\tan(2\pi a/L)=0.1605\), with a turn of \(9.12^\circ\) per bond along that edge. The direction thus changes the inferred ratio by about 0.6%, far less than an uncertainty of half a nanometre in \(L\), which is worth about 3%.

As a numerical test of parts 2 and 3, the lowest eigenvalue of the plane-wave energy was minimised over all three components of \(\mathbf k\), with \(D/J=0.15962\). The minimum has three equal turns of 0.0919 rad and a period of 18.000 nm.

At this fixed \(D/J\), the gains (3) are \(0.01266J\) for the edge and \(0.01271J\) for the body diagonal. Both are close to \(D^2/2J\), the leading term of (3). The next term is \(-D^4/(8mJ^3)\), so the two directions differ by about \(D^4/(12J^3)\); the computed difference is \(5.3\times10^{-5}J\). The model fixes the period firmly but the direction only weakly.

**Dependence on the spacing.** By (5), the ratio is proportional to \(a\). The reason is clearest in a continuum description. For slowly varying spins \(\mathbf m(\mathbf r)\), replace \(\mathbf S'\) by \(\mathbf m+a\,\partial_i\mathbf m+\dots\). The symmetric term costs \(\tfrac12Ja^2|\partial_i\mathbf m|^2\) per bond, because \(1-\mathbf S\cdot\mathbf S'=\tfrac12|\mathbf S-\mathbf S'|^2\). In the antisymmetric term,

\[
-Da\sum_i\hat{\mathbf e}_i\cdot(\mathbf m\times\partial_i\mathbf m)=+Da\sum_i\mathbf m\cdot(\hat{\mathbf e}_i\times\partial_i\mathbf m)=Da\,\mathbf m\cdot(\nabla\times\mathbf m).
\]

Division by the volume \(a^3\) per spin gives the micromagnetic energy density

\[
w=A|\nabla\mathbf m|^2+\mathcal D\,\mathbf m\cdot(\nabla\times\mathbf m),\qquad A=\frac J{2a},\qquad \mathcal D=\frac D{a^2}.
\]

For a helix with \(\mathbf n\) along \(\mathbf k\), \(|\nabla\mathbf m|^2=k^2\) and \(\mathbf m\cdot(\nabla\times\mathbf m)=-k\). Minimising \(Ak^2-\mathcal Dk\) gives \(k=\mathcal D/2A\), that is, \(L=4\pi A/\mathcal D\). The period measures \(\mathcal D/A=2D/(Ja)\), a property of the continuum. The number \(D/J\) appears only after a mesh has been chosen.

The spacing 0.456 nm is the edge of the cubic cell, which holds four manganese atoms, so each model spin stands for four of them. A simple cubic mesh with one spin per manganese atom would have spacing \(0.456/4^{1/3}=0.287\) nm. With the period held at 18 nm, (4) then gives \(D/J=0.100\). The quantity \(D/(Ja)\) hardly moves: it is 0.3501 nm⁻¹ on the first mesh and 0.3495 nm⁻¹ on the second. A quoted \(D/J\) therefore needs its spacing beside it.

The period says nothing about \(J\) or \(D\) separately, since multiplying both by the same factor leaves the helix unchanged.

### 5. What the model leaves out

**Second-neighbour exchange.** Add \(-J_2\,\mathbf S_i\cdot\mathbf S_j\) on the face-diagonal bonds, of which there are six per spin. For a body-diagonal helix, three of them, such as \((1,1,0)\), have a turn \(2\theta\), and three, such as \((1,-1,0)\), have none. With the direction held fixed,

\[
e=-3J\cos\theta-3J_2(1+\cos2\theta)-\sqrt3\,D\sin\theta .
\]

Setting the derivative to zero and using \(\sin2\theta=2\sin\theta\cos\theta\),

\[
3J\sin\theta+12J_2\sin\theta\cos\theta=\sqrt3\,D\cos\theta .
\]

Division by \(\sqrt3\,J\cos\theta\) gives

\[
\frac DJ=\sqrt3\tan\theta\left(1+\frac{4J_2}{J}\cos\theta\right).
\]

For an assumed \(J_2/J=0.1\) and the same period, \(D/J\) rises from 0.160 to 0.223, or by 40%. The effect is large because the second neighbours are numerous and farther away, so they add \(4J_2\) to the stiffness against slow turning. What the period really determines is \(D\) divided by the total stiffness, here about \(J+4J_2\).

**A change of period.** Suppose that the period is 10% shorter, 16.2 nm, as a rough allowance for warming. Then (4) gives \(D/J=0.177\), an increase of 11%. The model in mean-field theory has no such shift. If thermal motion reduces every average spin to the same length \(\mu\), both bond energies acquire the factor \(\mu^2\), while the entropy depends on \(\mu\) alone, so the best \(\mathbf k\) stays where it was. A period that varies with temperature therefore needs something beyond mean-field theory of this model with fixed \(J\) and \(D\); thermal fluctuations, which that theory leaves out, are not examined here.

**Cubic anisotropy.** Add \(-K(S_x^4+S_y^4+S_z^4)\) per spin, with \(K>0\), which favours the cube edges. Consider a helix along \(x\), with spins at angle \(\phi\) in the \(yz\) plane. There

\[
\cos^4\phi+\sin^4\phi=1-\tfrac12\sin^22\phi=\tfrac34+\tfrac14\cos4\phi .
\]

With \(x\) counted in spacings and the turn per bond small, the energy per spin, apart from constants, is the average of \(\tfrac12J\phi'^2-D\phi'-\tfrac K4\cos4\phi\). Try \(\phi=qx+b\sin4qx\) with small \(b\). The averages are \(\langle\phi'\rangle=q\), \(\langle\phi'^2\rangle=q^2+8q^2b^2\) and \(\langle\cos4\phi\rangle\approx-4b\langle\sin^24qx\rangle=-2b\), so

\[
e=\tfrac12Jq^2-Dq+4Jq^2b^2+\tfrac12Kb .
\]

The best distortion is \(b=-K/(16Jq^2)\), and it contributes \(-K^2/(64Jq^2)\). Minimising over \(q\) then gives

\[
Jq-D+\frac{K^2}{32Jq^3}=0 .
\]

Hence \(q\) falls, and the period grows, by the fraction \(K^2/(32J^2q^4)\), which is of second order in \(K\). As a severe case take \(K=Jq^2/2=0.0127J\), equal to the gain of the helix at leading order. The formula gives a lengthening of 0.78%. Minimising the lattice energy of the same distorted form gives 0.775%.

The direction is far more sensitive. The average of \(S_x^4+S_y^4+S_z^4\) is \(\tfrac34\) for the edge helix. For the body-diagonal helix the components are \(\sqrt{2/3}\cos(\phi-2\pi j/3)\) with \(j=0,1,2\), and the average is \(3\cdot\tfrac49\cdot\tfrac38=\tfrac12\). To first order, anisotropy thus favours the edge by \(K/4\), which overcomes the \(5.3\times10^{-5}J\) found above once \(K\) exceeds about \(2\times10^{-4}J\). The switch of direction itself changes the period: at fixed \(D/J=0.1596\) the edge helix has \(\tan\theta=D/J\) and a period of 18.10 nm, 0.56% longer. The 0.78% above is counted from the edge helix, so at \(K=0.0127J\) the total lengthening relative to the \(K=0\) ground state is about 1.4%. Negative \(K\) strengthens the preference for the body diagonal.

**The real material.** The period and cell edge used here are typical of manganese silicide at low temperature, and its helices do run along body diagonals at zero field. The agreement in direction is weak evidence for the model, since a tiny anisotropy could decide it. The manganese atoms do not form a simple cubic lattice, and the magnetism is carried by mobile electrons, so exchange need not stop at nearest neighbours. Of the corrections sized here, that assumption matters most: a second-neighbour coupling of one tenth of \(J\) already moves the ratio by 40%. The value 0.16 is suited to a simulation on a 0.456 nm simple cubic mesh with nearest-neighbour couplings, where it reproduces the 18 nm period at zero temperature, provided the boundaries leave the wavevector free. A periodic box admits only turns that are multiples of \(2\pi\) divided by its edge in spacings, and since the direction is held so weakly the box can decide both direction and period: a \(40^3\) box gives an edge helix of 18.2 nm, a \(48^3\) box a face-diagonal helix of 15.5 nm, and a \(68^3\) box the body-diagonal helix with 17.9 nm. It should not be read as the ratio of couplings between actual manganese atoms. The numerical output lists the computed ratios and period shifts.

## Computed results

```
Helix period L: 18.0 nm
Lattice spacing a: 0.456 nm
Spacings per period L/a: 39.47
Small-angle estimate 2 pi a/L: 0.15917
Turn per bond, body-diagonal helix: 0.09190 rad
Turn per bond, body-diagonal helix: 5.265 deg
Turn per bond, edge helix: 9.120 deg
D/J, body-diagonal helix (ground state): 0.15962
D/J, if helix ran along a cube edge: 0.16053
Period from free minimisation over k: 18.0000 nm
Free-minimum |k_i| a: [0.0919 0.0919 0.0919] rad
Energy gain over ferromagnet, per spin, at the same D/J:
  edge: 0.0126597 J
  face diagonal: 0.0126995 J
  body diagonal: 0.0127129 J
Body-diagonal minus edge gain: 5.32e-05 J
Finer mesh spacing, one spin per Mn: 0.2873 nm
D/J on finer mesh: 0.10039
D/(J a), original mesh: 0.3501 1/nm
D/(J a), finer mesh: 0.3495 1/nm
Assumed J2/J: 0.10
D/J with J2, same period: 0.22320
Change of D/J due to J2: 39.8 %
Assumed shorter period: 16.2 nm
D/J for shorter period: 0.17748
Change for shorter period: 11.2 %
Assumed anisotropy K: 0.01267 J
Period shift by K, minimised: 0.775 %
Period shift by K, formula: 0.781 %
```
